**Wilkinson's matrix W21+: eigenvalue gap, eigenvectors and their plane**

The program tests the identity $\delta=\lambda_1-\lambda_2=1/\sum_{j=1}^{10}s_jt_j$, where $s_j$ and $t_j$ are the odd and even solutions of the three-term recurrence with $s_1=t_0=1$. It asserts that the double-precision recurrences agree with a 40-digit diagonalization to a relative $10^{-10}$; the output gives $\delta=7.16\times10^{-14}$. It also asserts the parity of the two eigenvectors, the residual $(\delta/2)|\sin2\varphi|$ of mixtures at 30° and 45°, and the turning angle caused by raising one corner entry. The tilt of the plane is asserted to stay within the bounds set by the perturbation or the residual and the distance to $\lambda_3$; the residual test adds an allowance of $10^{-14}$ for rounding, which is comparable to the bound itself in the double-precision runs. Over 200 random site orderings, the computed first eigenvector contains up to 0.23 of the second, while the plane is accurate to $6.1\times10^{-15}$ and reflection symmetry restores the vector to $4.6\times10^{-15}$. The lines labelled "single precision" do not show a single-precision diagonalization: NumPy's `eigh` computes in double precision and rounds the results to single, which is why the mixing figures are the same in both sets.

## Numerical verification

```python
"""Wilkinson's matrix W21+: diagonal |j|, j=-10..10, off-diagonals 1.
Result under test: the two largest eigenvalues lam1 > lam2 differ by
    delta = 1 / sum_{j=1..10} s_j t_j
(s odd, t even solution of the three-term recurrence, s_1 = t_0 = 1).
A perturbation of size eps turns the eigenvectors x1, x2 inside their plane
by about eps/delta, but tilts the plane only by about eps/(lam2-lam3).
All quantities are dimensionless; angles are in degrees where stated.
"""
import numpy as np
import mpmath as mp
from scipy.optimize import brentq

mp.mp.dps = 40
N = 21
W = np.diag(np.abs(np.arange(-10, 11)).astype(float))
W += np.diag(np.ones(N - 1), 1) + np.diag(np.ones(N - 1), -1)
W_mp = mp.matrix(W.tolist())


def eigen_descending(matrix):
    """40-digit eigenvalues and eigenvectors (lists), largest first."""
    values, vectors = mp.eigsy(matrix)
    order = sorted(range(N), key=lambda k: -values[k])
    return ([values[k] for k in order],
            [[vectors[i, k] for i in range(N)] for k in order])


lam, vec = eigen_descending(W_mp)
x1, x2 = vec[0], vec[1]
if x1[0] < 0:
    x1 = [-c for c in x1]
if x2[0] < 0:
    x2 = [-c for c in x2]
delta = lam[0] - lam[1]
outer_gap = lam[1] - lam[2]

# parity of the two eigenvectors
assert min(x1) > 0
assert max(abs(x1[i] - x1[N - 1 - i]) for i in range(N)) < 1e-20
assert max(abs(x2[i] + x2[N - 1 - i]) for i in range(N)) < 1e-20


# position of the pair from the continued fraction of the odd block
def odd_condition(x):
    tail = x - 1
    for site in range(2, 10):
        tail = x - site - 1 / tail
    return x - 10 - 1 / tail


mu = brentq(odd_condition, 10.5, 11.0, xtol=1e-14)
assert abs(mu - float(lam[1])) < 1e-13

# gap from outward recurrences in ordinary double precision
s = [0.0, 1.0]
t = [1.0, mu / 2]
for j in range(1, 10):
    s.append((mu - j) * s[j] - s[j - 1])
    t.append((mu - j) * t[j] - t[j - 1])
overlap_sum = sum(s[j] * t[j] for j in range(1, 11))
delta_recurrence = 1 / overlap_sum
gap_error = abs(delta_recurrence / float(delta) - 1)
assert gap_error < 1e-10

print(f"lam1 = {mp.nstr(lam[0], 20)}")
print(f"lam2 = {mp.nstr(lam[1], 20)}")
print(f"lam3 = {mp.nstr(lam[2], 12)}")
print(f"lam2 - lam3 = {float(outer_gap):.6f}")
print(f"delta, 40-digit subtraction = {float(delta):.10e}")
print(f"root of continued fraction (double) = {mu:.13f}")
print("j, s_j, t_j from the recurrences:")
for j in range(11):
    print(f"{j:2d}  {s[j]:.6e}  {t[j]:.6e}")
print(f"sum of s_j t_j = {overlap_sum:.8e}")
print(f"delta from recurrences (double) = {delta_recurrence:.10e}")
print(f"relative difference of the two deltas = {gap_error:.1e}")
ulp = float(np.spacing(10.0))
print(f"spacing of doubles near 10 = {ulp:.4e}")
print(f"delta / spacing = {float(delta) / ulp:.2f}")
plain = np.linalg.eigvalsh(W)
print(f"delta by double-precision subtraction = {plain[-1] - plain[-2]:.3e}")

# any unit vector of the plane is exact for a matrix very close to W
for degrees in (30, 45):
    phi = mp.radians(degrees)
    y = mp.matrix([mp.cos(phi) * p + mp.sin(phi) * q for p, q in zip(x1, x2)])
    Wy = W_mp * y
    rho = (y.T * Wy)[0]
    r = Wy - rho * y
    r_norm = mp.norm(r)
    assert abs(r_norm / (delta / 2 * mp.sin(2 * phi)) - 1) < 1e-15
    change = -(r * y.T + y * r.T)
    change_norm = np.linalg.norm(np.array(change.tolist(), dtype=float), 2)
    assert abs(change_norm / float(r_norm) - 1) < 1e-8
    new_lam, new_vec = eigen_descending(W_mp + change)
    if degrees == 30:
        assert abs(abs(mp.fdot(new_vec[0], list(y))) - 1) < 1e-20
    else:
        assert abs(new_lam[0] - new_lam[1]) < 1e-30
    print(f"residual of mixture at {degrees} deg = {float(r_norm):.4e}")


# one corner entry raised by eta: turn inside the plane, tilt of the plane
a, b = x1[0], x2[0]
print(f"corner components a, b = {float(a):.8f}, {float(b):.8f}")
print("eta, turn (deg), formula (deg), sine of tilt, bound:")
for eta in (ulp, 1e-14, 1e-13, 1e-12, 1e-10):
    changed = W_mp.copy()
    changed[0, 0] += mp.mpf(eta)
    _, new_vec = eigen_descending(changed)
    turn = mp.atan(abs(mp.fdot(x2, new_vec[0]) / mp.fdot(x1, new_vec[0])))
    formula = mp.atan2(2 * eta * a * b, delta + eta * (a**2 - b**2)) / 2
    leak = np.array([[float(mp.fdot(other, v)) for v in new_vec[:2]]
                     for other in vec[2:]])
    tilt = np.linalg.norm(leak, 2)
    bound = float(eta / (outer_gap - eta))
    assert abs(turn / formula - 1) < 1e-7
    assert tilt <= bound
    print(f"{eta:.3e}  {float(mp.degrees(turn)):.5f}  "
          f"{float(mp.degrees(formula)):.5f}  {tilt:.3e}  {bound:.3e}")

# actual rounding: reorder the sites at random, diagonalize, undo the order
exact1 = np.array(x1, dtype=float)
exact2 = np.array(x2, dtype=float)
others = np.array(vec[2:], dtype=float)
rng = np.random.default_rng(7)
orders = [rng.permutation(N) for _ in range(200)]
for name, dtype in (("single", np.float32), ("double", np.float64)):
    mixes, spans, residuals, repaired = [], [], [], []
    for order in orders:
        values, vectors = np.linalg.eigh(W[np.ix_(order, order)].astype(dtype))
        X = np.empty((N, 2))
        X[order] = vectors[:, [-1, -2]]
        theta = values[[-1, -2]].astype(float)
        residual = np.linalg.norm(W @ X - X * theta, 2)
        raw_leak = np.linalg.norm(others @ X, 2)
        # 1e-14 allows for rounding in evaluating both sides in double
        limit = residual / (theta[1] - float(lam[2])) + 1e-14
        assert raw_leak <= limit
        X, _ = np.linalg.qr(X)
        mixes.append(abs(exact2 @ X[:, 0]))
        spans.append(np.linalg.norm(others @ X, 2))
        residuals.append(residual)
        reflection = X.T @ X[::-1]
        _, rotation = np.linalg.eigh((reflection + reflection.T) / 2)
        even = X @ rotation[:, 1]
        even /= np.linalg.norm(even)
        error = min(np.linalg.norm(even - exact1),
                    np.linalg.norm(even + exact1))
        assert error < 2 * spans[-1] + 1e-14
        repaired.append(error)
    assert max(mixes) > 1e6 * max(spans) or name == "single"
    if name == "single":
        assert max(mixes) > 0.1 and max(spans) < 1e-5
    else:
        assert max(spans) < 1e-13
    print(f"{name} precision, 200 orderings:")
    print(f"  |x2.computed x1|: median {np.median(mixes):.2e}, "
          f"max {max(mixes):.2e}")
    print(f"  sine of span error: median {np.median(spans):.2e}, "
          f"max {max(spans):.2e}")
    print(f"  largest residual norm = {max(residuals):.2e}")
    print(f"  largest error of x1 repaired by symmetry = {max(repaired):.2e}")

print("tests ok")
```

Running it gives:

```
lam1 = 10.746194182903393432
lam2 = 10.746194182903321832
lam3 = 9.21067864736
lam2 - lam3 = 1.535516
delta, 40-digit subtraction = 7.1599567552e-14
root of continued fraction (double) = 10.7461941829033
j, s_j, t_j from the recurrences:
 0  0.000000e+00  1.000000e+00
 1  1.000000e+00  5.373097e+00
 2  9.746194e+00  5.136725e+01
 3  8.424211e+01  4.438948e+02
 4  6.428095e+02  3.387128e+03
 5  4.252276e+03  2.240633e+04
 6  2.379159e+04  1.253640e+05
 7  1.086672e+05  5.725955e+05
 8  3.832970e+05  2.019690e+06
 9  9.439408e+05  4.973866e+06
10  1.265007e+06  6.665645e+06
sum of s_j t_j = 1.39665648e+13
delta from recurrences (double) = 7.1599567552e-14
relative difference of the two deltas = 1.6e-13
spacing of doubles near 10 = 1.7764e-15
delta / spacing = 40.31
delta by double-precision subtraction = 7.105e-14
residual of mixture at 30 deg = 3.1004e-14
residual of mixture at 45 deg = 3.5800e-14
corner components a, b = 0.54942414, 0.54942414
eta, turn (deg), formula (deg), sine of tilt, bound:
1.776e-15  0.42907  0.42907  5.113e-16  1.157e-15
1.000e-14  2.40991  2.40991  2.879e-15  6.512e-15
1.000e-13  20.06894  20.06894  2.879e-14  6.512e-14
1.000e-12  41.61831  41.61831  2.879e-13  6.512e-13
1.000e-10  44.96603  44.96603  2.879e-11  6.512e-11
single precision, 200 orderings:
  |x2.computed x1|: median 2.52e-02, max 2.28e-01
  sine of span error: median 1.71e-08, max 3.29e-08
  largest residual norm = 3.10e-07
  largest error of x1 repaired by symmetry = 3.29e-08
double precision, 200 orderings:
  |x2.computed x1|: median 2.52e-02, max 2.28e-01
  sine of span error: median 1.95e-15, max 6.05e-15
  largest residual norm = 2.25e-14
  largest error of x1 repaired by symmetry = 4.59e-15
tests ok
```
